# Hessian indices of three hole states of the water cation

## Question

A water molecule with OH length 1.81 bohr and HOH angle 104.5° lies in the $yz$ plane, with its twofold axis along $z$. In order of rising orbital energy, the neutral closed-shell configuration is

$$(1a_1)^2(2a_1)^2(1b_2)^2(3a_1)^2(1b_1)^2 .$$

The irreps of $C_{2v}$ are labelled by their parities under the reflections $x\to-x$ and $y\to-y$: $A_1(+,+)$, $A_2(-,-)$, $B_1(-,+)$, $B_2(+,-)$. The cation is treated by unrestricted Hartree-Fock (UHF) theory in the real cc-pVDZ basis, at the geometry given. A beta electron is removed from $1b_1$, $3a_1$ or $1b_2$, giving the states $^2B_1$, $^2A_1$ and $^2B_2$.

The Hessian index is the number of negative eigenvalues of the matrix of second derivatives of the energy with respect to orbital rotations. Alpha and beta orbitals are rotated separately, without mixing the spins. Energies are in hartree.

**(a)** Give the occupations per irrep that select each state. Show that an SCF iteration preserves them, and that the converged solution is stationary even when the symmetry constraint is lifted.

**(b)** Derive the second-order energy for a general complex orbital rotation.

**(c)** Show how symmetry divides the Hessian. Interpret its diagonal elements, and decide whether a positive orbital gap guarantees a minimum.

**(d)** Find the three energies and the Hessian indices, for real and for complex orbitals. Which part of the index follows from a general argument?

**(e)** Where does each negative real mode lead?

**(f)** What happens to the index of the $^2A_1$ state if the molecule is made linear?

## Model answers

### (a) Fixed occupations and stationarity

All three states have the alpha occupation $A_1:3$, $B_1:1$, $B_2:1$. The beta occupations are

| State | $A_1$ | $B_1$ | $B_2$ |
|---|---:|---:|---:|
| $^2B_1$ | 3 | 0 | 1 |
| $^2A_1$ | 2 | 1 | 1 |
| $^2B_2$ | 3 | 1 | 0 |

Suppose that every orbital belongs to one irrep. Under a reflection an orbital changes at most by a sign, so each product $\phi_i(\mathbf r)\phi_i(\mathbf r')$ is unchanged when both arguments are reflected. The density matrix is then totally symmetric, and so is the Fock operator built from it. A totally symmetric operator has no matrix elements between different irreps. The Fock matrix is therefore block diagonal, and filling the prescribed number of lowest orbitals in each block gives a new density of the same kind. Mixing Fock matrices from several iterations, as DIIS does, preserves the blocks, because a linear combination of block-diagonal matrices is block diagonal.

Let $i,j$ denote occupied and $a,b$ virtual orbitals. Neighbouring determinants are reached by $C\to Ce^K$, with

$$K_{ai}=x_{ai},\qquad K_{ia}=-x_{ai}^*,$$

and all other elements zero. To first order, $\phi_i$ becomes $\phi_i+\sum_a x_{ai}\phi_a$, so

$$\delta D=\sum_{ai}\left(x_{ai}|a\rangle\langle i|+x_{ai}^*|i\rangle\langle a|\right).$$

The Fock matrix is the derivative of the energy with respect to the density matrix. Hence

$$E_1=\mathrm{Tr}(F\,\delta D)=2\,\mathrm{Re}\sum_{ai}x_{ai}^*F_{ai},$$

with a sum over spins understood. If $i$ and $a$ have different irreps, $F_{ai}=0$ by symmetry. If they have the same irrep, $F_{ai}=0$ because at convergence both are eigenvectors of the same Fock block. The gradient thus vanishes in all directions, including those that break the symmetry. Whether the point is a minimum is a question for second order.

### (b) The second-order energy

For one spin, in the basis of occupied and virtual orbitals,

$$D_0=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad
K=\begin{pmatrix}0&-x^\dagger\\x&0\end{pmatrix}.$$

The rotated density is $e^KD_0e^{-K}=D_0+D_1+D_2+\dots$, where

$$D_1=[K,D_0]=\begin{pmatrix}0&x^\dagger\\x&0\end{pmatrix},$$

$$D_2=\tfrac12[K,D_1]=\begin{pmatrix}-x^\dagger x&0\\0&xx^\dagger\end{pmatrix}.$$

The Hartree-Fock energy is quadratic in the density. Its second-order part has one contribution linear in $D_2$ and one quadratic in $D_1$:

$$E_2=\sum_\sigma\mathrm{Tr}(F^\sigma D_2^\sigma)
+\tfrac12\sum_{\sigma\tau}\sum_{pqrs}\left[(pq|rs)-\delta_{\sigma\tau}(ps|rq)\right]D^\sigma_{1,qp}D^\tau_{1,sr}.$$

Here $(pq|rs)$ is the Coulomb integral between the products $\phi_p\phi_q$ and $\phi_r\phi_s$ of real orbitals.

Write $x=u+iy$ with real $u$ and $y$. The first contribution is

$$\sum_{iab}F_{ab}x_{ai}^*x_{bi}-\sum_{ija}F_{ij}x_{aj}^*x_{ai}.$$

Because $F$ is real and symmetric, the cross terms between $u$ and $y$ cancel. What remains is

$$\sum_{ia,jb}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})(u_{ai}u_{bj}+y_{ai}y_{bj}).$$

In the Coulomb term, $D_{1,ai}=x_{ai}$ and $D_{1,ia}=x_{ai}^*$ multiply the same integral. Their sum is $2u_{ai}$, which gives

$$\tfrac12\sum(ia|jb)(2u_{ai})(2u_{bj})=2\sum(ia|jb)u_{ai}u_{bj}.$$

The exchange term has four combinations:

$$-\tfrac12\sum\Big[(ib|ja)(x_{ai}x_{bj}+x_{ai}^*x_{bj}^*)
+(ij|ab)(x_{ai}x_{bj}^*+x_{ai}^*x_{bj})\Big].$$

The first bracket equals $2(u_{ai}u_{bj}-y_{ai}y_{bj})$ and the second $2(u_{ai}u_{bj}+y_{ai}y_{bj})$. The exchange term is therefore

$$-\sum\Big[(ib|ja)(u_{ai}u_{bj}-y_{ai}y_{bj})+(ij|ab)(u_{ai}u_{bj}+y_{ai}y_{bj})\Big],$$

for equal spins only. Define, for equal spins,

$$A_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+(ia|jb)-(ij|ab),$$

$$B_{ia,jb}=(ia|jb)-(ib|ja),$$

and, for opposite spins, $A_{ia,jb}=B_{ia,jb}=(ia|jb)$. Collecting the terms in $uu$ and $yy$ gives

$$E_2=u^T(A+B)u+y^T(A-B)y.$$

A quadratic form $u^TMu$ with symmetric $M$ has second-derivative matrix $2M$. The Hessians for real and imaginary rotations are thus $2(A+B)$ and $2(A-B)$. They do not couple, so the index in the space of complex orbitals is the sum of the two separate indices.

### (c) Symmetry blocks and diagonal elements

An integral such as $(ia|jb)$ vanishes unless the product of its four irreps is $A_1$. Every irrep here is its own inverse, so this condition reads

$$\Gamma_i\times\Gamma_a=\Gamma_j\times\Gamma_b.$$

The exchange integrals obey the same condition. The Fock terms require $i=j$ and $\Gamma_a=\Gamma_b$, or $a=b$ and $\Gamma_i=\Gamma_j$, which also satisfies it. The Hessian therefore has one block for each product irrep. A calculation with fixed occupations varies orbitals within their own irreps, and so explores the $A_1$ block alone. It can end at a minimum of the constrained problem that is a saddle point of the full one.

For the diagonal elements, replace the occupied orbital $i$ by the virtual orbital $a$ of the same spin, leaving all orbitals frozen. The density changes by $|a\rangle\langle a|-|i\rangle\langle i|$. In the quadratic part of the energy, the Coulomb and exchange self-terms of $a$ cancel, as do those of $i$. The cross term remains:

$$\Delta_{ia}=F_{aa}-F_{ii}-(ii|aa)+(ia|ia).$$

This is $A_{ia,ia}$, while $B_{ia,ia}=(ia|ia)-(ia|ia)=0$. Both Hessians have the diagonal element $2\Delta_{ia}$.

A finite rotation of this one pair confirms the factor. The determinant becomes $\cos\theta\,|0\rangle+e^{i\varphi}\sin\theta\,|{}_i^a\rangle$. The coupling of its two parts is $F_{ai}=0$, so

$$E(\theta,\varphi)=E(0)+\Delta_{ia}\sin^2\theta.$$

The curvature at $\theta=0$ is $2\Delta_{ia}$ for every phase $\varphi$. If moving the electron lowers the energy of the frozen determinant, there is descent in both the real and the imaginary direction.

For SCF orbitals, $F_{aa}-F_{ii}=\varepsilon_a-\varepsilon_i$. The energy change differs from this gap by $-(ii|aa)+(ia|ia)$, and

$$(ii|aa)-(ia|ia)=\frac12\iint\frac{[\phi_i(\mathbf r)\phi_a(\mathbf r')-\phi_a(\mathbf r)\phi_i(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0.$$

Thus $\Delta_{ia}\le\varepsilon_a-\varepsilon_i$, and a positive gap does not guarantee a minimum. Physically, $\varepsilon_a$ describes an electron that feels all the occupied orbitals, including $\phi_i$. If the electron comes from $\phi_i$, that repulsion must be removed.

### (d) Energies and indices

The neutral restricted Hartree-Fock energy is $-76.026770$. The cation energies and vertical ionization energies $I=E_{\rm cation}-E_{\rm neutral}$ are

| State | $E_{\rm cation}$ | $I$ | $I$ / eV |
|---|---:|---:|---:|
| $^2B_1$ | $-75.631883$ | 0.39489 | 10.75 |
| $^2A_1$ | $-75.547317$ | 0.47945 | 13.05 |
| $^2B_2$ | $-75.389730$ | 0.63704 | 17.33 |

If an electron is removed from a neutral orbital $k$ without relaxation, the energy rises by $-\varepsilon_k$: the linear term is $-F_{kk}$, and the quadratic Coulomb and exchange terms cancel. For the three holes $-\varepsilon_k$ is 0.49311, 0.56650 and 0.69897. Subtracting $I$ gives relaxation energies of 0.098, 0.087 and 0.062. These digits belong to the cc-pVDZ basis and are not converged. In cc-pVTZ the ionization energies rise by 0.16, 0.11 and 0.06 eV, to 10.91, 13.16 and 17.39 eV, and the relaxation energies become 0.104, 0.094 and 0.070.

With 5 alpha and 4 beta electrons in 24 basis functions, the number of real rotation parameters is

$$5(24-5)+4(24-4)=95+80=175.$$

Diagonalizing both $175\times175$ Hessians gives

| State | Lowest two, real | Lowest two, imaginary | Index: real, imaginary, total |
|---|---|---|---|
| $^2B_1$ | 0.167, 0.497 | 0.197, 0.522 | 0, 0, 0 |
| $^2A_1$ | $-0.169$, 0.314 | $-0.141$, 0.356 | 1, 1, 2 |
| $^2B_2$ | $-0.468$, $-0.307$ | $-0.447$, $-0.274$ | 2, 2, 4 |

For $^2B_2$ the third eigenvalues are positive: 0.807 for real and 0.905 for imaginary rotations. The lowest real eigenvalues in the $A_1$ blocks are 0.908, 1.030 and 0.903, in the order of the table. Each state is therefore a local minimum under its symmetry constraint with real orbitals. This does not prove that it is the global constrained minimum.

Part of the index follows from the variational principle. The lowest eigenvalue of a symmetric matrix cannot exceed any of its diagonal elements. Each block containing a pair with $\Delta_{ia}<0$ therefore has a negative eigenvalue, at most $2\Delta_{ia}$. For the beta pairs that move the hole to a higher orbital,

| Hole moves | Block | $\varepsilon_a-\varepsilon_i$ | $\Delta_{ia}$ | $2\Delta_{ia}$ |
|---|---|---:|---:|---:|
| $3a_1\to1b_1$ | $B_1$ | 0.5597 | $-0.0359$ | $-0.0718$ |
| $1b_2\to1b_1$ | $A_2$ | 0.3865 | $-0.1857$ | $-0.3714$ |
| $1b_2\to3a_1$ | $B_2$ | 0.4486 | $-0.1010$ | $-0.2021$ |

One negative eigenvalue is thus guaranteed for $^2A_1$. Two are guaranteed for $^2B_2$, since its two pairs lie in different blocks. The same holds for imaginary rotations, because the diagonal elements are the same. That there are no further negative eigenvalues is a result of the diagonalization, at this geometry and in this basis. In cc-pVTZ the indices are the same, while the tabulated eigenvalues move by up to 0.009 for real and 0.015 for imaginary rotations.

All three orbital gaps are positive although all three energy changes are negative. In the first row, $(ii|aa)-(ia|ia)=0.5597+0.0359=0.5956$, which outweighs the gap. The true eigenvalue, $-0.169$, lies below $-0.0718$ because off-diagonal elements mix in other pairs of the block. Most of the lowering comes from pairs that take the same beta electron from $1b_1$ into higher $a_1$ orbitals, and so reshape the orbital it enters. The response of the other electrons adds a smaller part.

As a check on the signs and factors in (b), both complete Hessians were compared with finite differences of the orbital gradient. The largest deviation of an element was $3.2\times10^{-5}$. Second differences of the energy itself along the lowest modes agreed with the eigenvalues to $1.8\times10^{-5}$. The eigenvalue closest to zero has magnitude 0.141, so the counts are not in doubt numerically.

### (e) Descent along the negative modes

Let the hole be in irrep $\Gamma_h$. A pair that moves it to an orbital of irrep $\Gamma_i$ belongs to the block $\Gamma=\Gamma_i\times\Gamma_h$. Multiplying by $\Gamma_h$ gives

$$\Gamma_i=\Gamma_h\times\Gamma.$$

A mode also contains other pairs of the same block, so this rule suggests the destination without proving it. The orbitals were therefore displaced along each negative real mode, and the energy was minimized without imposed symmetry:

- From $^2A_1$, the $B_1$ mode leads to $-75.631883$, the $^2B_1$ energy.
- From $^2B_2$, the $A_2$ mode, with eigenvalue $-0.468$, leads to $-75.631883$, the $^2B_1$ energy.
- From $^2B_2$, the $B_2$ mode, with eigenvalue $-0.307$, leads to $-75.547317$, the $^2A_1$ energy.

The last endpoint is itself a saddle point. Symmetry explains why the descent can stop there. A $B_2$ displacement is even under $x\to-x$, so the displaced determinant keeps that reflection. Its gradient keeps it too, and in exact arithmetic the descent never acquires a component odd in $x$. The negative mode of $^2A_1$ has $B_1$ symmetry and is odd in $x$, so this path cannot enter it. An additional displacement of $B_1$ symmetry is needed to continue downhill.

Reaching a stationary point by unconstrained minimization is thus no proof of a minimum. The starting orbitals may have retained a symmetry that hides the negative direction.

The energy lowering can be divided into hole transfer and relaxation, but the division depends on which orbitals are frozen. From $^2A_1$ to $^2B_1$ the total lowering is $75.631883-75.547317=0.0846$. In the frozen orbitals of $^2A_1$, moving the hole supplies 0.0359, and relaxation supplies the remaining 0.0487. In the frozen orbitals of the neutral molecule, moving the hole supplies $0.56650-0.49311=0.0734$, and the remaining 0.0112 is the difference between the two relaxation energies.

### (f) The linear limit

Let the HOH angle go to 180°, with the two OH lengths equal. The molecular axis is then $y$. The $1b_1$ orbital, along $x$, and the $3a_1$ orbital, which turns into a mainly oxygen $p$ orbital along $z$, become the two partners of a $\pi$ pair. They are degenerate in the neutral molecule. In the cation, a hole in one of them makes their UHF orbital energies differ, but the two possible hole states are still related by symmetry. A rotation of the electrons by 90° about $y$ carries one hole state into the other, so the two have equal energy.

A rotation by any smaller angle also leaves the Hamiltonian unchanged. It produces a continuous family of real determinants, all stationary and all of the same energy. Differentiating the condition of zero gradient along this family gives

$$2(A+B)\,t=0,$$

where $t$ is the tangent of the family. It is not zero, because the rotation changes the determinant. It moves the hole from one $\pi$ orbital towards the other, and this is the character of the negative $B_1$ mode of the bent molecule. If the $^2A_1$ solution is followed continuously and this mode becomes $t$, its eigenvalue rises from $-0.169$ to zero. The real index then falls from 1 to 0, provided that no other eigenvalue of the real Hessian changes sign. Computed in cc-pVDZ at fixed OH length, the lowest real eigenvalue is $-0.084$ at 130°, $-0.033$ at 150°, $-0.008$ at 165°, $-0.001$ at 175° and zero at 180°. The next one is positive at each of these angles and reaches 0.670 at 180°. The family contains only real determinants, so the argument does not determine the imaginary index. The computed lowest imaginary eigenvalue is $-0.013$ at 150°, $+0.009$ at 165° and $+0.017$ at 180°, so the imaginary index drops to 0 before the molecule is linear.

The index therefore belongs to a geometry as well as to a state. It also belongs to a model. UHF omits most electron correlation, and its states are not pure doublets: $\langle S^2\rangle$ is 0.7561, 0.7533 and 0.7548 for $^2B_1$, $^2A_1$ and $^2B_2$, against 0.75 for a pure doublet. Rotations that mix alpha with beta orbitals were excluded. At the bent geometry, including them leaves $^2B_1$ without negative directions but doubles the other indices, to 2 real and 2 imaginary for $^2A_1$ and to 4 and 4 for $^2B_2$. It also adds zero modes that tilt the spin axis.

## Numbers as computed

```
OH length 1.81 bohr; HOH angle 104.5 degrees
cc-pVDZ basis functions: 24; real rotation parameters: 175
neutral RHF energy: -76.026770 hartree
2B1: UHF energy -75.631883 hartree; <S^2> 0.7561
  SCF-difference ionization energy 0.39489 hartree = 10.75 eV
  minus neutral orbital energy 0.49311 hartree
  index: real 0, imaginary 0, complex total 0
  lowest real Hessian eigenvalues (hartree): 0.16720, 0.49665, 0.90792
  lowest imaginary Hessian eigenvalues (hartree): 0.19708, 0.52162, 1.13030
  lowest real eigenvalue in A1 block: 0.90792 hartree
2A1: UHF energy -75.547317 hartree; <S^2> 0.7533
  SCF-difference ionization energy 0.47945 hartree = 13.05 eV
  minus neutral orbital energy 0.56650 hartree
  index: real 1, imaginary 1, complex total 2
  lowest real Hessian eigenvalues (hartree): -0.16919, 0.31391, 0.87852
  lowest imaginary Hessian eigenvalues (hartree): -0.14104, 0.35596, 0.96094
  lowest real eigenvalue in A1 block: 1.03030 hartree
  mode 1: irrep B1, hole A1 -> B1, eigenvalue -0.16919 hartree
    beta orbital gap 0.55968 hartree; frozen energy change -0.03591 hartree
    energy after descent -75.631883 hartree
2B2: UHF energy -75.389730 hartree; <S^2> 0.7548
  SCF-difference ionization energy 0.63704 hartree = 17.33 eV
  minus neutral orbital energy 0.69897 hartree
  index: real 2, imaginary 2, complex total 4
  lowest real Hessian eigenvalues (hartree): -0.46767, -0.30717, 0.80691
  lowest imaginary Hessian eigenvalues (hartree): -0.44697, -0.27417, 0.90531
  lowest real eigenvalue in A1 block: 0.90257 hartree
  mode 1: irrep A2, hole B2 -> B1, eigenvalue -0.46767 hartree
    beta orbital gap 0.38645 hartree; frozen energy change -0.18569 hartree
    energy after descent -75.631883 hartree
  mode 2: irrep B2, hole B2 -> A1, eigenvalue -0.30717 hartree
    beta orbital gap 0.44856 hartree; frozen energy change -0.10104 hartree
    energy after descent -75.547317 hartree
largest Hessian finite-difference deviation: 3.2e-05 hartree
largest energy-curvature deviation: 1.8e-05 hartree
```
